# Why two electronic levels need two conditions to cross, part 2

Along a bond scan, two roots of the same symmetry come very close. Should the next points refine the same coordinate in search of a crossing, or should a second coordinate be varied? The answer depends on how many conditions a degeneracy imposes.

The nuclei are fixed, and there is no magnetic field or spin-orbit coupling, so the wavefunctions are real. One spin component is fixed. Hartree atomic units are used.

The Hamiltonian is a real symmetric matrix $H(q)$, smooth in $N$ real parameters $q$. An isolated pair of levels $E_-\le E_+$ is described exactly by a smooth real symmetric $2\times2$ matrix $W(q)$. With $D=(W_{11}-W_{22})/2$, the gap is $2\sqrt{D^2+W_{12}^2}$, so degeneracy requires

$$
D=0\quad\text{and}\quad W_{12}=0 .
$$

For complex Hermitian matrices there are three conditions. Define

$$
s=\nabla\frac{W_{11}+W_{22}}2,\qquad
g=\nabla\frac{W_{11}-W_{22}}2,\qquad
h=\nabla W_{12}.
$$

These vectors are obtained by projecting the derivative of $H$ onto the two states, whether or not the levels are degenerate. Near a degeneracy at $q_0$ with energy $E_0$, and with $x=q-q_0$,

$$
E_\pm\approx E_0+s\cdot x\pm\sqrt{(g\cdot x)^2+(h\cdot x)^2}.
$$

If $g$ and $h$ are independent, the degeneracies form a seam of dimension $N-2$, whose tangent is orthogonal to both vectors. A small smooth real change in the Hamiltonian moves such an intersection without removing it.

The two degenerate states may be rotated:

$$
|1'\rangle=\cos\theta\,|1\rangle+\sin\theta\,|2\rangle,\qquad
|2'\rangle=-\sin\theta\,|1\rangle+\cos\theta\,|2\rangle .
$$

The vectors then follow the double-angle rule

$$
\begin{aligned}
g'&=g\cos^2\theta+2h\sin\theta\cos\theta-g\sin^2\theta
=g\cos2\theta+h\sin2\theta,\\
h'&=-2g\sin\theta\cos\theta+h(\cos^2\theta-\sin^2\theta)
=h\cos2\theta-g\sin2\theta .
\end{aligned}
$$

The energies are unchanged. Choosing $\theta$ so that $g'\cdot h'=0$ gives the orthogonalized vectors, again called $g$ and $h$.

### Equilateral H$_3$

Place two hydrogen atoms at $(\mp a/2,0)$ with $a=2$ bohr, and let the third move in the plane at $(x,y)$. The level of theory is full configuration interaction in the 6-31G basis. It is complete within that small basis, but it omits what a larger basis would add.

At the equilateral triangle, $y=1.7321$ bohr, the two lowest states are doublets that form a pair turned into each other by the threefold rotation, and symmetry forces such a pair to be degenerate. Their energy is $E_0=-1.5197$ hartree, and the next level, a component of a quartet, lies 0.297 hartree higher, so the pair is isolated. The identity of this neighbour depends on the basis: with diffuse functions (aug-cc-pVDZ) the next level is a doublet 0.118 hartree above the pair, which is still isolated.

Symmetry also fixes the shape of the cone when one atom moves. Combine the two functions into $\zeta=D+iW_{12}$, and write the displacement of atom $k$ as $d=d_x+id_y$. The most general real linear dependence is

$$
\zeta_k(d)=\alpha_kd+\beta_k\bar d .
$$

A rotation by $120^\circ$ carries atom $k$ to atom $k+1$ and turns $d$ into $\omega d$, where $\omega=e^{2\pi i/3}$. It also rotates the two degenerate states by $120^\circ$, with the sign of one state chosen to fix the sense. By the double-angle rule, $\zeta$ is multiplied by $\omega^2$. Therefore $\zeta_{k+1}(\omega d)=\omega^2\zeta_k(d)$, or

$$
\zeta_{k+1}(d)=\omega^2(\alpha_k\omega^{-1}d+\beta_k\omega\bar d)
=\omega\alpha_kd+\beta_k\bar d .
$$

Moving all three atoms by the same $d$ changes nothing, so the three contributions add to zero. The $\alpha$ terms do so by themselves, since $1+\omega+\omega^2=0$. The $\beta$ terms add to $3\beta_k\bar d$, which requires $\beta_k=0$. Hence $|\zeta_k|=|\alpha_k||d|$: to first order in the displacement, the gap depends on the distance moved and not on the direction.

The computed vectors are orthogonal and have equal lengths, $|g|=|h|=0.0909$ hartree/bohr. The mean energy has no slope along $x$, by reflection symmetry, and has the slope $s_y=-0.0143$ hartree/bohr along the height. Moving the third atom outwards along $y$ therefore gives the two slopes

$$
-0.0143+0.0909=0.0767,\qquad
-0.0143-0.0909=-0.1052
$$

in hartree/bohr, evaluated before rounding. In this basis the cone is circular in its gap and tilted in its energies. The circular shape follows from symmetry, but the numbers are not converged. In cc-pVDZ, aug-cc-pVDZ and cc-pVTZ the slope $|g|$ is 0.084, 0.076 and 0.081 hartree/bohr, and $s_y$ is $-0.0047$, $-0.0017$ and about $+0.0005$ hartree/bohr, so at this side length the tilt almost disappears. The energy $E_0$ falls to $-1.569$ hartree in cc-pVTZ.

### An intersection that symmetry does not require

Apply a uniform electric field with components $(0.010,0.005)$ atomic units in the molecular plane. This strong field, about 6 V/nm, serves only to lower the symmetry. It removes the threefold axis, and the gap at the equilateral point becomes 0.00735 hartree. The Hamiltonian is still real, so the intersection should have moved without disappearing.

It can be found from the two conditions. At a trial point, use the two eigenstates as the frame. Then $W_{12}=0$ and $D=-(E_+-E_-)/2$. A step $\delta$ of the third atom should make both functions vanish to first order:

$$
g\cdot\delta=\frac{E_+-E_-}2,\qquad h\cdot\delta=0 .
$$

These two equations determine the two components of $\delta$. Repeating the step leads to $(x,y)=(-0.0362,1.7490)$ bohr, where the splitting is at the level of rounding error. The sides are now 2.000, 1.997 and 2.033 bohr, so the triangle is scalene.

The distance moved can be checked against the original cone. It is

$$
\sqrt{0.03618^2+0.01691^2}=0.0399\ \text{bohr}.
$$

Multiplying by twice the original slope gives $2(0.0909)(0.0399)=0.0073$ hartree, which agrees with the gap opened at the equilateral point to about 1% of that gap.

At the new intersection the orthogonalized vectors for the third atom are

$$
g=(0.0646,-0.0648),\qquad h=(0.0626,0.0624)
$$

in hartree/bohr. Their lengths are 0.0916 and 0.0884, so the cone is now slightly elliptical. These values belong to the 6-31G basis. In cc-pVDZ the gap at the equilateral point is 0.0082 hartree, the intersection lies at $(-0.0435,1.7524)$ bohr, and the lengths are 0.0850 and 0.0806.

The cone formula was tested with all three coordinates $(a,x,y)$ varied. Over twelve directions, its largest energy error was $2.28\times10^{-5}$ hartree at distance 0.02 bohr and $5.7\times10^{-6}$ hartree at 0.01 bohr. Halving the distance divides the error by 4.02, as expected for an error of second order.

If $a$ changes as well, the intersection traces a curve with tangent $(1,-0.0045,0.8681)$ in $(a,x,y)$. This tangent is orthogonal, within the numerical accuracy, to the full three-component vectors $g$ and $h$, which contain the derivatives with respect to $a$ in addition to the two components quoted above. Three coordinates minus two conditions leave one direction of degeneracy. The orientation relative to the field is held fixed in this count. It is a further coordinate: turning the field by 0.05 radian in the plane at fixed shape opens a gap of 0.0004 hartree.

### A path that misses the cone point

Suppose that a scan passes the intersection at a distance $b$ along the orthogonalized $h$ and runs parallel to $g$:

$$
x=b\frac h{|h|}+t\frac g{|g|} .
$$

Because $g\cdot h=0$, the two projections are $g\cdot x=|g|t$ and $h\cdot x=|h|b$. The gap along the scan is

$$
2\sqrt{|g|^2t^2+|h|^2b^2},
$$

with minimum $2|h|b$ at $t=0$. The scan shows an avoided crossing although a true intersection lies beside it. For $b=0.01$ bohr, the predicted minimum is $2(0.0884)(0.01)=0.00177$ hartree, and full diagonalization gives 0.00176 hartree.

This answers the opening question for a polyatomic molecule. A small minimum gap on one line neither establishes an intersection nor excludes one nearby. The step equations above show where to look.

### The noncrossing rule for diatomics

A diatomic has one internal coordinate, the distance $R$. There are two cases.

**Different symmetry.** Let a symmetry operator $S$, independent of $R$, commute with $H$, and let the two states have different real eigenvalues $\sigma_1$ and $\sigma_2$. Then

$$
0=\langle1|SH-HS|2\rangle=(\sigma_1-\sigma_2)W_{12},
$$

so $W_{12}=0$ at every $R$. One condition, $W_{11}(R)=W_{22}(R)$, remains for one unknown. If the difference changes sign between two distances, continuity guarantees a crossing. A small change of the Hamiltonian that preserves $S$ only shifts it.

**Same symmetry.** Both $D(R)$ and $W_{12}(R)$ must vanish at one value of $R$. As $R$ varies, the point $(D,W_{12})$ traces a curve in a plane, and a crossing requires that curve to pass through the origin. If constants $(u,v)$ are added to the two functions, a crossing survives only if $(-u,-v)$ lies on the original curve. A smooth curve has no area, so almost every choice of constants removes the crossing.

This is the noncrossing rule: levels of the same symmetry generically do not cross when one parameter varies. Near the closest approach a simple model is $D=\gamma(R-R_0)$ with constant coupling $W_{12}=v$. The gap is then

$$
2\sqrt{\gamma^2(R-R_0)^2+v^2},
$$

with minimum $2|v|$. At distances where $|\gamma(R-R_0)|$ is much larger than $|v|$, this is hard to distinguish from a crossing, so a coarse scan cannot decide the matter.

The word "generically" matters. The rule says that a crossing is not to be expected without a special reason. It does not say that one is impossible.

### A special reason: one electron and two protons

In H$_2^+$ let $r_1$ and $r_2$ be the distances from the electron to the protons. Define

$$
\xi=\frac{r_1+r_2}R,\qquad \eta=\frac{r_1-r_2}R,
$$

and let $\varphi$ be the angle about the axis. The axial and radial positions are $z=(R/2)\xi\eta$ and $\rho=(R/2)\sqrt{(\xi^2-1)(1-\eta^2)}$, up to the direction of $z$. Differentiating them shows that the coordinates are orthogonal, with squared scale factors

$$
\frac{R^2}4\frac{\xi^2-\eta^2}{\xi^2-1},\qquad
\frac{R^2}4\frac{\xi^2-\eta^2}{1-\eta^2},\qquad \rho^2 .
$$

The usual formula for the Laplacian in orthogonal coordinates then gives, for a dependence $e^{i\Lambda\varphi}$,

$$
\nabla^2=\frac4{R^2(\xi^2-\eta^2)}\left[
\partial_\xi(\xi^2-1)\partial_\xi-\frac{\Lambda^2}{\xi^2-1}
+\partial_\eta(1-\eta^2)\partial_\eta-\frac{\Lambda^2}{1-\eta^2}\right].
$$

The attraction is $-(1/r_1+1/r_2)=-4\xi/[R(\xi^2-\eta^2)]$. Multiply the Schrödinger equation by $-R^2(\xi^2-\eta^2)/2$ and insert $X(\xi)Y(\eta)e^{i\Lambda\varphi}$. It separates into

$$
\begin{aligned}
\left[\frac d{d\xi}(\xi^2-1)\frac d{d\xi}-\frac{\Lambda^2}{\xi^2-1}+2R\xi+\frac{ER^2}2\xi^2\right]X&=AX,\\
\left[\frac d{d\eta}(1-\eta^2)\frac d{d\eta}-\frac{\Lambda^2}{1-\eta^2}-\frac{ER^2}2\eta^2\right]Y&=-AY .
\end{aligned}
$$

For fixed numbers of nodes in $X$ and $Y$, each equation gives $A$ as a function of $E$. Each bracket is a symmetric operator with unit weight in its variable, so the first-order change of its eigenvalue is the average of the change of the operator over $X^2\,d\xi$ or $Y^2\,d\eta$. A change $\delta E$ adds $R^2\xi^2\delta E/2$ to the first operator, whose eigenvalue is $A$, and $-R^2\eta^2\delta E/2$ to the second, whose eigenvalue is $-A$. The slopes $dA/dE$ are therefore $R^2\langle\xi^2\rangle/2$ and $R^2\langle\eta^2\rangle/2$. Since $\xi\ge1\ge|\eta|$, the first is larger, so the two functions meet at most once. Each pair of node numbers therefore has at most one energy at each $R$, and its curve $E(R)$ is found without reference to the others. Two such curves can cross on one condition, even if both states are $\sigma_g$.

The second and third $\sigma_g$ levels do cross, at $R=4.054$ bohr and electronic energy $-0.2871$ hartree. The computed gap there is $10^{-9}$ hartree, and it grows linearly with distance from the crossing.

Now add the model term $-c(e^{-r_1}+e^{-r_2})$ with $c=0.02$ hartree and distances in bohr. It preserves the axial and inversion symmetries. Multiplied by $\xi^2-\eta^2$, it becomes

$$
-2c(\xi^2-\eta^2)e^{-R\xi/2}\cosh(R\eta/2),
$$

which is not a function of $\xi$ plus a function of $\eta$. The separation is lost, and the states acquire a coupling $V_{12}$ proportional to $c$. The crossing opens to a minimum gap of 0.00036 hartree at $R=4.027$ bohr. The first-order value $2|V_{12}|$ is 0.00035 hartree, about 2% smaller.

A crossing protected by ordinary symmetry behaves differently. The second $\sigma_g$ level and one real component of the lowest $\pi_u$ level cross at 5.428 bohr without the added term and at 5.392 bohr with it. Without the added term, the second $\sigma_g$ level at this distance is the state with no node in $\xi$ and two in $\eta$, which came down through the crossing at 4.054 bohr. The perturbation moves this crossing but cannot open it, because it does not couple $\sigma_g$ to $\pi_u$.

## Computed results

```
Dimensions: all matrices / matrices with one double level
  n=2: real symmetric 3 / 1, Hermitian 4 / 1
  n=3: real symmetric 6 / 4, Hermitian 9 / 6
  n=4: real symmetric 10 / 8, Hermitian 16 / 13
  n=5: real symmetric 15 / 13, Hermitian 25 / 22
H3, full CI / 6-31G, equilateral, no field
  side a = 2.000 bohr, third atom at y = 1.73205 bohr
  degenerate energy E0 = -1.519703 hartree, splitting = 1.6e-15 hartree
  next level above the pair by 0.29715 hartree
  |g| = 0.090920, |h| = 0.090920 hartree/bohr (third atom)
  tilt s_x = -8.3e-13, s_y = -0.014265 hartree/bohr
H3 in electric field (0.010, 0.005) atomic units
  gap at the equilateral point = 0.007351 hartree
  intersection found at x = -0.036180, y = 1.748957 bohr
  sides = 2.00000, 1.99695, 2.03286 bohr
  E0 = -1.520364 hartree, splitting there = 1.8e-15 hartree
  two-level derivative, exact minus projected: 5.9e-08 hartree/bohr
  largest cone error at distance 0.02 bohr: 2.284e-05 hartree
  largest cone error at distance 0.01 bohr: 5.683e-06 hartree
  ratio of the two errors = 4.020
  seam tangent (da,dx,dy) = (1, -0.00451, 0.86814)
  |cosine| of tangent with g, h: 6.0e-07, 1.7e-08
  orthogonalized g = (0.064648, -0.064835) hartree/bohr
  orthogonalized h = (0.062584, 0.062403) hartree/bohr
  lengths |g| = 0.091558, |h| = 0.088379 hartree/bohr
  path missing by 0.010 bohr: minimum gap 0.001763 hartree
  predicted 2 b |h| = 0.001768 hartree
H2+ electronic energies (no nuclear repulsion), R = 2 bohr
  lowest sigma_g: spheroidal -1.102634, Gaussian -1.102535 hartree
  lowest pi_u: spheroidal -0.428772, Gaussian -0.428099 hartree
Second and third sigma_g levels (equal ordinary symmetry)
  c = 0: cross at R = 4.05352 bohr, gap 1.1e-09 hartree
  energy at the crossing = -0.287123 hartree
  gap ratio at distances 0.05 and 0.025 bohr = 1.9917
  c = 0.02 hartree: minimum gap 0.000360 hartree at R = 4.02685 bohr
  first-order prediction 2|V12| = 0.000352 hartree
Second sigma_g and lowest pi_u levels (different symmetry)
  c = 0.00 hartree: cross at R = 5.42798 bohr; sigma-pi at 2, 8 bohr: 0.06791, -0.03900 hartree
  c = 0.02 hartree: cross at R = 5.39247 bohr; sigma-pi at 2, 8 bohr: 0.06923, -0.03953 hartree
```
